# Zone-Centre Phonon Shifts of (001) Silicon under Biaxial Stress, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the lattice to the strained phonon matrix

A silicon film with a free (001) surface is stretched or compressed equally along the two in-plane cubic axes. Its zone-centre optical phonon, which is threefold degenerate in the unstrained crystal, is measured by Raman scattering. The problem is to find how the phonon frequencies depend on the stress, and which of them the measurement sees.

The axes \(x,y,z\) are the cubic axes, with \(z\) normal to the film. Tension counts as positive stress. The algebra uses atomic units, so \(\hbar=1\) and a phonon frequency \(\omega\) is also a phonon energy. Numbers are given in eV and angstrom. The strain is homogeneous, the vibrations are harmonic about the strained equilibrium, and the temperature and carrier density are the same with and without stress.

### (a) The vibration as a three-dimensional oscillator

*The crystal has two atoms of mass \(M\) per primitive cell. Reduce the zone-centre optical vibration to an eigenvalue problem for a \(3\times3\) matrix, and show what symmetry says about this matrix when there is no strain.*

**Solution.** At the zone centre all cells move alike. Let \(\mathbf u_1\) and \(\mathbf u_2\) be the displacements of the two sublattices. A common displacement costs no energy, so the energy per cell \(E\) depends on the strain \(\varepsilon\) and on the relative displacement \(\mathbf u=\mathbf u_2-\mathbf u_1\) alone. With the mean displacement \(\mathbf U=(\mathbf u_1+\mathbf u_2)/2\) we have \(\mathbf u_1=\mathbf U-\mathbf u/2\) and \(\mathbf u_2=\mathbf U+\mathbf u/2\). The cross terms cancel in the kinetic energy per cell:

\[
\frac M2\left(\dot{\mathbf u}_1^2+\dot{\mathbf u}_2^2\right)
=M\dot{\mathbf U}^2+\frac12\,\frac M2\,\dot{\mathbf u}^2 .
\]

The relative motion therefore has the reduced mass \(M/2\), and its equation of motion is

\[
\frac M2\,\ddot u_a=-\frac{\partial E(\varepsilon,\mathbf u)}{\partial u_a}.
\]

At a given strain the equilibrium value \(\mathbf u^0(\varepsilon)\) is the point where the right side vanishes. It need not be zero, because a strain can push the sublattices against each other. Set \(\mathbf u=\mathbf u^0+\mathbf w\) and keep the term linear in \(\mathbf w\). For \(\mathbf w\propto e^{-i\omega t}\) this gives

\[
\sum_b D_{ab}w_b=\omega^2w_a,\qquad
D_{ab}(\varepsilon)=\frac2M\left.\frac{\partial^2E}{\partial u_a\partial u_b}\right|_{\mathbf u=\mathbf u^0(\varepsilon)} .
\]

The matrix \(D\) is real and symmetric, so it has three real eigenvalues \(\omega^2\) and three orthogonal polarizations.

One possible complication is a macroscopic electric field, which would make the frequency depend on whether the motion is along or across the phonon wavevector. Inversion about a bond centre exchanges the sublattices and reverses displacements, so \(\mathbf u_1\to-\mathbf u_2\) and \(\mathbf u_2\to-\mathbf u_1\). Hence \(\mathbf u\to\mathbf u\), whereas an electric dipole changes sign. A dipole linear in \(\mathbf u\) is therefore forbidden, and no such field arises. Homogeneous strain preserves this inversion, so the statement also holds for the strained crystal. The small wavevector that the light transfers is neglected.

Now set \(\varepsilon=0\). An atom has four neighbours in the directions

\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).
\]

A half turn about \(x\) through the atom changes the signs of \(y\) and \(z\) and maps this set onto itself. The same holds for half turns about \(y\) and \(z\). These rotations are symmetries of the crystal and leave each sublattice in place, so \(\mathbf u\) turns as an ordinary vector. Under the half turn about \(x\), \(D_{xy}\) changes sign. It must also stay the same, so it vanishes. The other off-diagonal elements vanish in the same way.

The cyclic permutation \(x\to y\to z\to x\), a threefold rotation about \([111]\), also maps the four directions onto themselves. It makes the diagonal elements equal. Therefore

\[
D_{ab}(0)=\omega_0^2\,\delta_{ab},
\]

which is the threefold degeneracy. Any three orthogonal directions serve equally well as polarizations, and it is the strain that selects among them.

### (b) How many constants describe the effect of strain?

*Expand \(D\) to first order in the strain. Find the independent coefficients that the cubic crystal allows.*

**Solution.** The strain is defined by the mapping \(\mathbf r\to(1+\varepsilon)\mathbf r\) with a symmetric matrix \(\varepsilon\), so that it contains no rotation. The element \(\varepsilon_{xy}\) is the tensor shear strain, half of the engineering shear strain. To first order,

\[
D_{ab}(\varepsilon)=\omega_0^2\delta_{ab}+\sum_{cd}D_{ab,cd}\,\varepsilon_{cd},
\]

where the coefficients are symmetric in \(ab\), because \(D\) is, and may be chosen symmetric in \(cd\), because \(\varepsilon\) is.

If \(R\) is a symmetry of the unstrained crystal, then straining by \(R\varepsilon R^T\) gives the same crystal as straining by \(\varepsilon\) and then turning everything by \(R\). Hence

\[
D(R\varepsilon R^T)=R\,D(\varepsilon)\,R^T .
\]

For a half turn, \(R\) is diagonal with entries \(s_a=\pm1\). Comparing the coefficients of each strain element gives

\[
D_{ab,cd}=s_as_bs_cs_d\,D_{ab,cd}.
\]

The half turn about \(x\) has \(s_x=1\) and \(s_y=s_z=-1\). The product of signs is then \((-1)^{n_y+n_z}\), where \(n_y\) and \(n_z\) count the labels \(y\) and \(z\) among the four indices. Since \(n_x+n_y+n_z=4\), this equals \((-1)^{n_x}\). A nonzero coefficient thus needs an even \(n_x\), and the other half turns demand even \(n_y\) and \(n_z\). Three types survive: all four labels equal, as in \(D_{xx,xx}\); two equal pairs, as in \(D_{xx,yy}\); and mixed pairs, as in \(D_{xy,xy}\).

The mirror operation \(x\leftrightarrow y\) maps the four bond directions onto themselves, as does the cyclic permutation. Together they generate every permutation of the axes, so all coefficients of one type are equal. Three constants remain:

\[
p=D_{xx,xx},\qquad q=D_{xx,yy},\qquad r=D_{xy,xy}.
\]

They have the dimension of a squared frequency. The constant \(p\) describes how strain along an axis changes the stiffness of vibration along the same axis, and \(q\) how it changes the stiffness of vibration across it. The constant \(r\) describes how shear couples two vibration directions.

The symmetry argument applies to the full \(D(\varepsilon)\), including the adjustment of \(\mathbf u^0\). It is useful to see where that adjustment enters. Axial strains along the cubic axes leave all three half turns intact. The vector \(\mathbf u^0\) must be unchanged by each of them, and the zero vector is the one vector with this property. The constants \(p\) and \(q\) therefore contain no contribution from internal relaxation.

A shear \(\varepsilon_{xy}\) is different. The terms that matter in the energy are

\[
E\ni\frac\kappa2\mathbf u^2+G\,\varepsilon_{xy}u_z+W\varepsilon_{xy}u_xu_y+h\,u_xu_yu_z,
\qquad \kappa=\frac{M\omega_0^2}2 ,
\]

each of which is unchanged by all three half turns. To first order the linear term moves the equilibrium to \(u_z^0=-G\varepsilon_{xy}/\kappa\). The second derivative with respect to \(u_x\) and \(u_y\) is then \(W\varepsilon_{xy}+hu_z^0\), so that

\[
D_{xy}=\frac2M\left(W-\frac{hG}\kappa\right)\varepsilon_{xy}.
\]

The coefficient of \(\varepsilon_{xy}\) here is \(2r\), as part (c) shows. It has a direct part and a relaxation part, and both belong to the measurable constant.

### (c) The secular equation

*Write the strain-induced matrix and its secular equation. Examine its solutions for equal strain along all axes and for a single shear.*

**Solution.** Call the strain-induced part \(\Delta D=D-\omega_0^2\,1\). In the diagonal element \(\Delta D_{xx}\) the strain \(\varepsilon_{xx}\) enters with \(p\) and the two others with \(q\). In \(\Delta D_{xy}\) the sum over \(cd\) contains both \(\varepsilon_{xy}\) and \(\varepsilon_{yx}\), which are equal, so the coefficient is \(2r\). Thus

\[
\begin{aligned}
\Delta D_{xx}&=p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),&
\Delta D_{xy}&=2r\varepsilon_{xy},\\
\Delta D_{yy}&=p\varepsilon_{yy}+q(\varepsilon_{zz}+\varepsilon_{xx}),&
\Delta D_{yz}&=2r\varepsilon_{yz},\\
\Delta D_{zz}&=p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy}),&
\Delta D_{zx}&=2r\varepsilon_{zx}.
\end{aligned}
\]

The eigenvalue problem \((\omega_0^2\,1+\Delta D)\mathbf w=\omega^2\mathbf w\) becomes

\[
\det(\Delta D-\lambda\,1)=0,\qquad \lambda=\omega^2-\omega_0^2 .
\]

The unstrained part is a multiple of the unit matrix. It shifts every eigenvalue equally and does not affect the eigenvectors, so diagonalizing \(\Delta D\) solves the degenerate problem for the linear matrix completely. The approximation lies in the strain terms of second order that were left out of \(D\). They change the eigenvalues by an amount of second order in the strain.

For equal strain \(e\) along all three axes, \(\Delta D=(p+2q)e\,1\). The degeneracy survives, as it must, since the crystal remains cubic. The relative change of volume is \(3e\) to first order, and \(\omega-\omega_0\approx\lambda/(2\omega_0)\). The Grüneisen parameter, defined as minus the logarithmic derivative of frequency with respect to volume, is therefore

\[
\gamma=-\frac{(p+2q)e/(2\omega_0^2)}{3e}=-\frac{p+2q}{6\omega_0^2}.
\]

A phonon that softens on expansion has \(\gamma>0\), which requires \(p+2q<0\). This fixes the sign of one combination of \(p\) and \(q\), but not of each separately.

For a single shear \(\varepsilon_{xy}\), the \(xy\) block has zero diagonal and the off-diagonal element \(2r\varepsilon_{xy}\). The secular equation reads \(-\lambda(\lambda^2-4r^2\varepsilon_{xy}^2)=0\), with solutions \(\lambda=0\) and \(\lambda=\pm2r\varepsilon_{xy}\). The modes that split are polarized along the diagonals \((1,\pm1,0)\), and the mean of the three eigenvalues does not move at this order. To first order in the strain, a shear thus splits the phonon without shifting its centre. If \(r\) is small, the second-order shifts can exceed this splitting already at a shear of 1%.

### (d) The strain that the stress produces

*The film carries \(\sigma_{xx}=\sigma_{yy}=\sigma\). Its surface is free and there is no shear stress. Find the strains from the elastic compliances \(S_{11}\) and \(S_{12}\), and relate these to the stiffnesses \(C_{11}\) and \(C_{12}\).*

**Solution.** A free surface transmits no normal force, so \(\sigma_{zz}=0\) there. In a film that is thin compared with its lateral size, and away from its edges, this holds through the thickness. For a cubic crystal in the linear elastic regime,

\[
\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}),
\]

and cyclically for the other axes. Shear strains are proportional to shear stresses and vanish here. Inserting the stresses gives

\[
\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})\sigma,\qquad
\varepsilon_{zz}=2S_{12}\sigma .
\]

The factor 2 in the second result arises because both in-plane stresses act on the normal direction through \(S_{12}\).

To connect these with stiffnesses, write Hooke's law for the axial components as

\[
\sigma_i=(C_{11}-C_{12})\varepsilon_i+C_{12}\,t,\qquad t=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}.
\]

The sum over the three axes gives \(\sum_j\sigma_j=(C_{11}+2C_{12})\,t\). Eliminating \(t\) yields

\[
\varepsilon_i=\frac1{C_{11}-C_{12}}\left[\sigma_i-\frac{C_{12}}{C_{11}+2C_{12}}\sum_j\sigma_j\right].
\]

The coefficient of \(\sigma_i\) is \(S_{11}\), and that of another stress component is \(S_{12}\). With \(N=(C_{11}-C_{12})(C_{11}+2C_{12})\),

\[
S_{11}=\frac{C_{11}+C_{12}}N,\qquad S_{12}=-\frac{C_{12}}N,\qquad
S_{11}+S_{12}=\frac{C_{11}}N .
\]

The ratio of normal to in-plane strain follows:

\[
\frac{\varepsilon_{zz}}{\varepsilon_{xx}}=\frac{2S_{12}}{S_{11}+S_{12}}=-\frac{2C_{12}}{C_{11}} .
\]

The condition \(0=\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx}\) gives the same ratio directly.

Elastic stability requires both factors of \(N\) to be positive. Then \(C_{11}=[(C_{11}+2C_{12})+2(C_{11}-C_{12})]/3\) is positive as well, and tension always produces a positive in-plane strain within linear elasticity. If \(C_{12}>0\), the film becomes thinner at the same time. The phonon thus feels two strains of opposite sign, and their effects must be added with the proper weights.

## Second half: the shifts, their measurement and a numerical case

The first half gave the following results. The squared frequencies are \(\omega^2=\omega_0^2+\lambda\), where \(\lambda\) is an eigenvalue of the strain-induced matrix \(\Delta D\). Its diagonal elements are \(p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz})\) and cyclic, and its off-diagonal elements are \(2r\varepsilon_{xy}\) and cyclic. The constants \(p,q,r\) have the dimension of a squared frequency. Equal in-plane stress \(\sigma\) with a free surface produces \(\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})\sigma\), \(\varepsilon_{zz}=2S_{12}\sigma\) and no shear, with \(\varepsilon_{zz}/\varepsilon_{xx}=-2C_{12}/C_{11}\).

### (e) The frequencies of the stressed film

*Solve the secular equation for this strain and find the frequency shifts to first order in \(\sigma\).*

**Solution.** Without shear the matrix is diagonal, and \(r\) drops out. The polarizations are the cubic axes. The element for motion along \(z\) stands alone, and the elements for \(x\) and \(y\) are equal, so the triplet splits into a singlet \(s\) and a doublet \(d\). For the singlet,

\[
\begin{aligned}
\lambda_s&=p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})\\
&=2pS_{12}\sigma+2q(S_{11}+S_{12})\sigma .
\end{aligned}
\]

For the doublet,

\[
\begin{aligned}
\lambda_d&=p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz})\\
&=p(S_{11}+S_{12})\sigma+q(S_{11}+3S_{12})\sigma ,
\end{aligned}
\]

since \((S_{11}+S_{12})+2S_{12}=S_{11}+3S_{12}\).

The frequency follows from \(\omega=\sqrt{\omega_0^2+\lambda}\). For \(|\lambda|\ll\omega_0^2\),

\[
\omega-\omega_0=\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\dots
\]

The first term gives the shifts to first order in stress:

\[
\boxed{\;\Delta\omega_s=\left[pS_{12}+q(S_{11}+S_{12})\right]\frac{\sigma}{\omega_0}\;}
\]

\[
\Delta\omega_d=\left[p(S_{11}+S_{12})+q(S_{11}+3S_{12})\right]\frac{\sigma}{2\omega_0}.
\]

The singlet formula has no factor 2 in the denominator, because the 2 from the square root cancels the common 2 in \(\lambda_s\). That common factor has two sources: both in-plane stresses contract the normal direction, and both in-plane strains act on the \(z\) vibration through \(q\).

These are first-order laws. At order \(\sigma^2\) there are three corrections: the second term of the square root, nonlinear elasticity, and the quadratic strain dependence of \(D\).

Equal in-plane stress splits the phonon triplet into a singlet polarized along the film normal and an in-plane doublet, and both shifts are now known to first order in the stress. It remains to check the singlet result, to find which mode backscattering sees, and to test the linear law on a numerical model.
